# Why a strong-coupling Fröhlich bipolaron needs electron correlation

**Q:** I work on resistive memory cells whose switching layer is an oxide with a high static permittivity. An electron there digs a polarization well. Two electrons in one well have twice the charge, so the well should be twice as deep. Does that bind them?

**A:** The doubled well is real, but so is the repulsion between its occupants, and both must be counted in the same model. I use the Fröhlich model: a parabolic band of mass $m$, a continuous polar lattice with one longitudinal optical phonon frequency $\omega$, and no defects. Let $\varepsilon_\infty$ be the high-frequency relative permittivity, $\varepsilon_0$ the static one, and

$$\eta=\frac{\varepsilon_\infty}{\varepsilon_0},\qquad 0\le\eta<1 .$$

I set $\hbar=m=e^2/(4\pi\varepsilon_v\varepsilon_\infty)=1$, with $\varepsilon_v$ the vacuum permittivity. Two electrons at distance $r_{12}$ then repel with energy $1/r_{12}$ before the ions respond.

Electron $i$ couples to phonon mode $\mathbf k$ through $V_k b_{\mathbf k}e^{i\mathbf k\cdot\mathbf r_i}$ plus its conjugate. In a volume $\Omega$,

$$|V_k|^2=\frac{2\pi\omega(1-\eta)}{\Omega k^2}.$$

The factor $1-\eta$ is fixed by electrostatics, as the next result will show.

At strong coupling the lattice is too slow to follow the electrons' instantaneous positions. To leading order the state is a product of an electronic state and a displaced lattice state. The lattice then sees the mean total electron density $\rho$, with Fourier component $\rho_{\mathbf k}=\int\rho\,e^{i\mathbf k\cdot\mathbf r}d^3r$. For one mode, completing the square gives

$$\omega b^\dagger b+V\rho_{\mathbf k} b+V^*\rho_{\mathbf k}^* b^\dagger
=\omega\Big(b^\dagger+\frac{V\rho_{\mathbf k}}{\omega}\Big)\Big(b+\frac{V^*\rho_{\mathbf k}^*}{\omega}\Big)-\frac{|V\rho_{\mathbf k}|^2}{\omega}.$$

The first term on the right is non-negative and vanishes for the correctly displaced oscillator. The last term is the energy gained. Summing over modes with $\sum_{\mathbf k}\to\Omega\int d^3k/(2\pi)^3$,

$$E_{\rm lat}=-(1-\eta)\int\!\frac{d^3k}{(2\pi)^3}\frac{2\pi}{k^2}|\rho_{\mathbf k}|^2
=-\frac{1-\eta}{2}\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r\,d^3r',$$

because $4\pi/k^2$ is the Fourier transform of $1/r$. For two distant unit charges the cross terms give $-(1-\eta)/r$. Added to the direct repulsion $1/r$, they leave $\eta/r$, which is the repulsion screened by $\varepsilon_0$, as electrostatics requires.

**Q:** Then put both electrons, with opposite spins, into one orbital $\psi$ and let that orbital relax freely. What is the energy compared with two polarons far apart?

**A:** Define, for a normalized orbital with $n=|\psi|^2$,

$$T[\psi]=\frac12\int|\nabla\psi|^2d^3r,\qquad
D[n]=\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r\,d^3r'.$$

A single polaron has $\rho=n$ and no direct repulsion, so

$$E_1[\psi]=T-\frac{1-\eta}{2}D .$$

With two electrons in $\psi$ the density is $\rho=2n$. The lattice energy is quadratic in $\rho$, hence four times larger. The kinetic energy doubles, and the single pair of electrons contributes the repulsion $D$:

$$E_s[\psi]=2T+D-\frac{1-\eta}{2}\,4D=2T-(1-2\eta)D .$$

Since $2E_1[\psi]=2T-(1-\eta)D$, subtraction gives

$$E_s[\psi]=2E_1[\psi]+\eta D[n].$$

Let $E_1$ without an argument denote the lowest one-polaron energy. Each orbital obeys $E_1[\psi]\ge E_1$, and $D$ is positive. For $\eta>0$, therefore, no choice of $\psi$ brings the shared pair down to $2E_1$. The comparison value $2E_1$ belongs to two polarons at infinite separation, where their residual repulsion $\eta/r$ has vanished.

Your doubled well does appear here. Of the fourfold lattice energy, two parts are the self-energies that separate polarons also have. The other two parts are the mutual attraction, $-(1-\eta)D$. The mutual repulsion is $+D$. Their sum, $\eta D$, is repulsive.

**Q:** Could the shared orbital still approach degeneracy at some finite permittivity, by changing its size?

**A:** Scaling settles that. Replace $\psi(\mathbf r)$ by $\lambda^{3/2}\psi(\lambda\mathbf r)$, which keeps the norm. Two derivatives give $T\to\lambda^2T$, and one inverse length gives $D\to\lambda D$. For a positive coupling $g$, consider $\lambda^2T-g\lambda D/2$. Setting its derivative to zero yields

$$2\lambda T=\frac{gD}{2}\;\Rightarrow\;\lambda=\frac{gD}{4T},\qquad
\lambda^2T-\frac{g\lambda D}{2}=\frac{g^2D^2}{16T}-\frac{g^2D^2}{8T}=-\frac{g^2D^2}{16T}.$$

The remaining search over shapes maximizes $D^2/(16T)$, which does not contain $g$. Call the maximum $C$. A polaron has $g=1-\eta$, and each electron of the shared pair has $g=1-2\eta$. Thus, for $\eta<1/2$,

$$2E_1=-2C(1-\eta)^2,\qquad E_s=-2C(1-2\eta)^2,$$

$$E_s-2E_1=2C\big[(1-\eta)^2-(1-2\eta)^2\big]=2C\,\eta(2-3\eta).$$

The difference is positive throughout $0<\eta<1/2$ and vanishes at $\eta=0$. At fixed $\varepsilon_\infty$ that endpoint is $\varepsilon_0\to\infty$. There the ions screen the long-range repulsion completely, and the shared pair becomes degenerate with separate polarons without going below them.

For $\eta\ge1/2$ the coefficient of $D$ in $E_s$ is no longer negative. Nothing then favours a smaller orbital, and the energy tends to zero from above as the orbital spreads without limit. Two separate polarons retain their negative energy.

A numerical solution for the best orbital gives $C=0.05426$. At $\eta=0.05$, separately optimized orbitals give $-0.09793$ for two polarons and $-0.08790$ for the shared pair. Their ratio, $0.8975$, agrees with $(0.90/0.95)^2$. The formulas also show that a shared pair at $\eta$ has the energy of two separate polarons at $2\eta$: the value $-0.08790$ reappears as the separate energy at $\eta=0.10$.

**Q:** Perhaps the restriction to one orbital is the culprit. What if each spin has its own orbital?

**A:** Take a single determinant with orbital $a$ for spin up and $b$ for spin down. Opposite spins have no exchange energy. Write $D_{ab}$ for the Coulomb integral between $|a|^2$ and $|b|^2$. The total density is $|a|^2+|b|^2$, so

$$E=T[a]+T[b]+D_{ab}-\frac{1-\eta}{2}\big(D_{aa}+D_{bb}+2D_{ab}\big)
=E_1[a]+E_1[b]+\eta D_{ab}.$$

This again lies above $2E_1$ for $\eta>0$. Freeing the orbitals lets the electrons move apart, and the energy falls towards $2E_1$ as they do.

At $\eta=0$ the last term disappears. Two optimal polaron orbitals then have total energy $2E_1$ at any separation, including complete overlap. Within this mean-field description they neither attract nor repel. The shared orbital is one member of that degenerate family.

The conclusion covers opposite-spin determinants. Parallel spins bring an exchange term and need a separate calculation.

**Q:** So what can correlation do that a better orbital cannot?

**A:** It can lower the direct repulsion without spoiling the lattice attraction. The slow lattice responds to the mean density. The direct repulsion depends on where both electrons are at the same instant. If the electrons avoid each other while keeping the same mean density, they repel less, and the lattice energy stays the same.

To make this a general condition, take any normalized two-electron state $\Psi$. Let $n(\mathbf r)$ be the density of one electron, obtained by integrating $|\Psi|^2$ over the other electron and summing over spins. The total density is $2n$. Let $J=\langle1/r_{12}\rangle$ and let $T_2$ be the full kinetic energy. Then

$$E_2=T_2+J-2(1-\eta)D[n].$$

The kinetic energy has a lower bound set by $n$. In the next line $\int'$ means integration over electron 2 and summation over spins. Differentiating the density and applying the Cauchy-Schwarz inequality along the direction of $\nabla n$ gives

$$|\nabla n|=\Big|2\,{\rm Re}\!\int{}'\,\Psi^*\nabla_1\Psi\Big|
\le2\sqrt n\,\Big(\int{}'\,|\nabla_1\Psi|^2\Big)^{1/2}.$$

Squaring, dividing by $8n$ and integrating over $\mathbf r$,

$$T[\sqrt n]=\int\frac{|\nabla n|^2}{8n}d^3r\le\frac12\int d^3r\int{}'\,|\nabla_1\Psi|^2=\frac{T_2}{2}.$$

The final equality holds because the two electrons have equal kinetic energies. Now add and subtract $2T[\sqrt n]$ and $D$ in $E_2$:

$$E_2=2E_1[\sqrt n]+\big(T_2-2T[\sqrt n]\big)-(D-J)+\eta D .$$

The first term is at least $2E_1$ and the first bracket is at least zero. Binding, $E_2<2E_1$, therefore requires $D-J>\eta D$, or

$$h\equiv1-\frac{J}{D[n]}>\eta .$$

Here $h$ is the fraction by which the repulsion falls below that of two independent electrons with the same density. A shared orbital has $h=0$. The condition is necessary but not sufficient, since the saving must also pay the kinetic cost and any cost of reshaping the density. Two different orbitals can give $h>0$ merely by standing apart, yet their determinant does not bind, as we saw.

**Q:** Necessary is not the same as possible. Can you show a correlated state that does bind?

**A:** A Gaussian pair is enough. Introduce

$$\mathbf u=\frac{\mathbf r_1+\mathbf r_2}{\sqrt2},\qquad
\mathbf w=\frac{\mathbf r_1-\mathbf r_2}{\sqrt2},\qquad
\Psi\propto\exp\!\Big(-\frac{u^2}{4U}-\frac{w^2}{4W}\Big),$$

with a spin singlet. In $|\Psi|^2$ each Cartesian component of $\mathbf u$ has variance $U$, and each component of $\mathbf w$ has variance $W$. If $W=U$, the state is a product of two identical orbitals. If $W>U$, the electrons tend to stay apart.

The change of coordinates is a rotation, so the kinetic operator keeps its form. One component of $\mathbf u$ contributes $\frac12\langle u_x^2\rangle/(4U^2)=1/(8U)$. With three components of each vector,

$$T_2=\frac38\Big(\frac1U+\frac1W\Big).$$

For a three-dimensional Gaussian of variance $s^2$ per component,

$$\Big\langle\frac1r\Big\rangle=\frac{4\pi}{(2\pi s^2)^{3/2}}\int_0^\infty re^{-r^2/2s^2}dr=\frac{4\pi s^2}{(2\pi s^2)^{3/2}}=\sqrt{\frac2\pi}\,\frac1s .$$

The actual separation is $\sqrt2\,\mathbf w$, with variance $2W$, so $J=1/\sqrt{\pi W}$. One electron's position has variance $v=(U+W)/2$. Two independent positions drawn from $n$ differ by a vector of variance $2v=U+W$, so $D=\sqrt{2/\pi}/\sqrt{U+W}$.

First hold $v$ fixed and write $W=v(1+\delta)$, $U=v(1-\delta)$. The density, and with it the lattice energy, does not change with $\delta$. The other terms are

$$J=\frac{1}{\sqrt{\pi v(1+\delta)}}\simeq\frac{1}{\sqrt{\pi v}}\Big(1-\frac\delta2\Big),\qquad
T_2=\frac{3}{4v(1-\delta^2)}\simeq\frac{3}{4v}(1+\delta^2).$$

The repulsion falls in first order, while the kinetic energy rises in second order. A little avoidance therefore lowers the energy of the product Gaussian.

To see whether it falls below $2E_1$, put $W=tU$:

$$E_2=\frac AU+\frac B{\sqrt U},\quad
A=\frac38\Big(1+\frac1t\Big),\quad
B=\frac1{\sqrt\pi}\Big[\frac1{\sqrt t}-\frac{2\sqrt2(1-\eta)}{\sqrt{1+t}}\Big].$$

With $x=1/\sqrt U$, the condition $2Ax+B=0$ gives $E_2=-B^2/(4A)$, provided $B<0$. At $\eta=0$ the uncorrelated choice $t=1$ gives $-1/(3\pi)=-0.1061$. This is slightly above $2E_1=-0.1085$, because a Gaussian is not the best orbital. The best correlated choice is $t=1.79$. Then $A=0.5845$, $B=-0.5337$ and

$$E_2=-\frac{(0.5337)^2}{4(0.5845)}=-0.1218 .$$

This is 12% lower than $2E_1$. Since the trial energy is an upper bound on the lowest pair energy of the strong-coupling functional, binding at $\eta=0$ is established within that functional.

**Q:** How large may $\eta$ become before the binding is lost?

**A:** A more flexible state, made of three correlated Gaussians symmetrized between the electrons, lowers the $\eta=0$ energy to $-0.1360$. It binds up to $\eta=0.141$. A still better state could bind further, so this is a lower bound on the critical ratio. Spherically symmetric bases of 90 and 224 correlated Gaussians agree on $-0.1365$ and on binding up to $\eta\approx0.144$.

Binding at one $\eta$ also implies binding at every smaller one. Stretch all lengths by $1/(1-\eta)$. The pair energy becomes

$$E_2=(1-\eta)^2\Big[T_2+\frac{J}{1-\eta}-2D\Big],$$

while $2E_1=-2C(1-\eta)^2$. After division by $(1-\eta)^2$, the polaron energy is constant and the pair energy of any given state decreases as $\eta$ decreases.

At the limit of this trial state $h=0.227$, well above $\eta=0.141$. The excess saving is consumed by the kinetic and reshaping costs.

**Q:** Please put this into electronvolts for something like my switching layer.

**A:** I take rough, round parameters for a high-permittivity transition-metal oxide: $\varepsilon_\infty=5$, $\varepsilon_0=100$, a band mass of 3 electron masses and a phonon energy of 60 meV. Thus $\eta=0.05$. The energy unit is the hartree times $3/5^2$, or 3.265 eV. The length unit is the Bohr radius times $5/3$, or 0.0882 nm.

Two separate polarons have energy $-0.09793\times3.265=-0.320$ eV. The shared pair has $-0.08790\times3.265=-0.287$ eV, which is 33 meV higher. Of this, 32 meV is the static repulsion $\eta D$. The remaining 1 meV or so is the cost of using an orbital that differs from the single-polaron optimum.

The correlated pair reaches $-0.373$ eV, so it is bound by 54 meV relative to separate polarons in the same functional. Its balance is

$$140.0-33.7-52.0-0.7=53.6\ {\rm meV}.$$

The terms are, in order, the repulsion saved by correlation, the static repulsion, the extra kinetic energy and the density reshaping. Here $h=0.21$, about four times $\eta$. Kinetic energy is the largest cost. Without the 140 meV saving, the other three terms would leave the pair unbound. These figures belong to the three-Gaussian state and are converged only to about 1.5 meV: the larger bases give $-0.375$ eV, a binding of 55 meV, and terms of 141.2, 33.8, 52.1 and 0.3 meV.

**Q:** Should I then expect bipolarons bound by about 50 meV in the device?

**A:** No. The slow, classical lattice is not a safe assumption at these parameters. An upper bound on the one-polaron energy that includes phonon recoil shows this. In the frame moving with the electron, at zero total momentum, the kinetic energy is $\frac12(\sum_{\mathbf k}\mathbf k\,b_{\mathbf k}^\dagger b_{\mathbf k})^2$. Displace each mode by an amplitude $f_k$ that is the same for $\mathbf k$ and $-\mathbf k$. The mean phonon momentum then vanishes, and the energy is

$$\sum_{\mathbf k}\Big[\Big(\omega+\frac{k^2}{2}\Big)|f_k|^2+2\,{\rm Re}(V_kf_k)\Big].$$

Minimizing each term gives

$$-\sum_{\mathbf k}\frac{|V_k|^2}{\omega+k^2/2}
=-\frac{(1-\eta)\omega}{\pi}\int_0^\infty\!\frac{dk}{\omega+k^2/2}
=-(1-\eta)\sqrt{\frac\omega2}=-\alpha\omega,$$

where $\alpha=(1-\eta)/\sqrt{2\omega}$ is the Fröhlich coupling constant. The integral equals $\pi/\sqrt{2\omega}$.

For our parameters $\alpha=4.96$, so two polarons have energy at or below $-2\times4.96\times60$ meV $=-0.595$ eV. The strong-coupling value was $-0.320$ eV. The correction is at least 0.275 eV, five times the calculated binding energy. The correlated pair at $-0.373$ eV lies above the improved energy of two separate polarons, so this calculation does not establish a stable bipolaron in such an oxide. A pair treatment with phonon recoil is needed to go further. A Gaussian path-integral bound for the pair, compared with Feynman's bound for two polarons, finds no binding at $\alpha=4.96$ even for $\eta=0$; binding there begins near $\alpha\approx6.8$. Both sides are upper bounds, so this is evidence against binding, not a proof.

The strong-coupling energy of one polaron is $-C(1-\eta)^2=-2C\alpha^2\omega$. It falls below $-\alpha\omega$ when $\alpha>1/(2C)=9.2$, nearly twice our value. With the other parameters fixed, the phonon energy would have to drop below about 24 meV for our pair state to lie below $-2\alpha\omega$. Even that would not prove binding, since $-2\alpha\omega$ is itself an upper bound for two polarons. Feynman's tighter bound puts two polarons at or below $-0.646$ eV for 60 meV phonons and moves this threshold to about 11 meV, where $\alpha\approx12$.

**Q:** Which other features of a real cell matter at this scale?

**A:** The polaron's root-mean-square radius is 0.43 nm, against a cell spacing of roughly 0.4 nm, so a continuous lattice is a poor approximation. The thermal energy at 300 K is 26 meV, about half the model binding energy. A field of 1 MV/cm changes the potential energy of one electron by 67 meV over the pair's root-mean-square separation of 0.67 nm. This is not the work needed to separate the pair, since a uniform field pushes both electrons the same way. It does show that the field tilts the polarization well by an amount comparable with the binding. A slow lattice does not carry the well along at once, so one electron could also tunnel out of it. The scale for that is not the binding energy but the energy to remove one electron with the lattice frozen, about 0.49 eV in this functional. At 1 MV/cm the field lowers the barrier in the Coulomb tail of the well by roughly 0.3 eV, and the lowering grows as the square root of the field; I have not calculated the rate.

The result also depends strongly on the static permittivity. If your layer has $\varepsilon_\infty=5$ and $\varepsilon_0=25$, then $\eta=0.2$, beyond the range where our trial state binds. Oxygen vacancies add an attractive charge that is absent here, so an electron pair held at a vacancy is a different problem.

**Q:** Does the failure of strong coupling also undo the verdict on the shared orbital?

**A:** No, as long as the trial state remains one shared orbital times a displaced lattice state. Its energy is still $E_s$, which is not below the strong-coupling value $2E_1$. That value comes from a product trial state, so the full Fröhlich energy of two distant polarons is at or below it. Phonon recoil can lower the separate polarons further, but it cannot make this uncorrelated product state bind. These calculations leave open whether, at $\alpha\approx5$, a state with both electron correlation and phonon recoil binds.

## Computed results

```
Model energies, unit m e^4/(hbar^2 eps_inf^2) (Gaussian e)
Pekar constant C = 0.05426
eta | two separate | shared orbital | ratio
0.00 | -0.10852 | -0.10852 | 1.0000
0.05 | -0.09794 | -0.08790 | 0.8975
0.10 | -0.08790 | -0.06945 | 0.7901
0.20 | -0.06945 | -0.03907 | 0.5625
0.30 | -0.05317 | -0.01736 | 0.3265
One correlated Gaussian, eta=0: best t = 1.790
  its energy = -0.12181
Three correlated Gaussians, eta=0: energy = -0.13602
Trial state binds up to eta = 0.141
  repulsion reduction h there = 0.227
Example: rough high-permittivity oxide parameters
eps_inf = 5, eps_static = 100, eta = 0.05
Band mass = 3 electron masses
LO phonon energy = 60 meV
Energy unit = 3.2654 eV
Length unit = 0.08820 nm
Two separate polarons = -0.3198 eV
Shared orbital = -0.2870 eV
Shared minus separate = 32.8 meV
  static repulsion in shared orbital = 31.9 meV
Correlated pair = -0.3734 eV
Binding energy = 53.6 meV
Repulsion reduction h = 0.2077
Ledger: repulsion saved = 140.0 meV
Ledger: static repulsion = 33.7 meV
Ledger: kinetic cost = 52.0 meV
Ledger: density reshaping = 0.7 meV
Polaron rms radius = 0.430 nm
Pair rms distance = 0.672 nm
Neglected effects
Cell spacing = 0.4 nm
Frohlich coupling alpha = 4.96
Two weak-coupling polarons = -0.5947 eV
Phonon energy where pair equals these = 23.7 meV
Alpha where one-polaron estimates cross = 9.22
Thermal energy at 300 K = 25.9 meV
Field = 1 MV/cm
Field energy over pair distance = 67.2 meV
```
